# Quantum and classical heat capacity of a 63 meV phonon: a program that tests the result

```python
"""Heat capacity of one phonon mode: quantum versus classical dynamics.

Result under test: a harmonic mode of energy hw at temperature T has
    C_quantum / k_B = x^2 e^x / (e^x - 1)^2,   x = hw / (k_B T),
while classical molecular dynamics gives C_classical = k_B.
For hw = 63 meV and T = 300 K the ratio is about 0.62.
Energies are in meV and temperatures in K. Inside the grid solver,
energies are in units of hw and lengths in units of sqrt(hbar/(m w)).
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

KB = constants.k / constants.e * 1e3          # meV/K
HBAR = constants.hbar / constants.e * 1e3     # meV s
PHONON = 63.0                                 # meV
TEMP = 300.0                                  # K


def ratio_formula(energy, temperature):
    """Derived quantum heat capacity in units of k_B."""
    x = energy / (KB * temperature)
    return x**2 * np.exp(x) / np.expm1(x)**2


# ---------- quantum side: diagonalize the Hamiltonian on a grid ----------
STEP = 0.15
GRID = STEP * np.arange(-80, 81)


def grid_levels(potential):
    """Eigenvalues of p^2/2 + V(q) with a sinc-function basis."""
    index = np.arange(len(GRID))
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / STEP**2
    return np.linalg.eigvalsh(kinetic + np.diag(potential))


def populations(levels, x):
    weights = np.exp(-x * (levels - levels[0]))
    return weights / weights.sum()


def mean_energy(levels, x):
    return populations(levels, x) @ levels


def capacity_from_levels(levels, x):
    """Energy variance over (k_B T)^2, in units of k_B."""
    prob = populations(levels, x)
    mean = prob @ levels
    return x**2 * (prob @ (levels - mean)**2)


harmonic = 0.5 * GRID**2
levels = grid_levels(harmonic)
assert np.allclose(levels[:20], np.arange(20) + 0.5, atol=1e-7)

for temperature in (100.0, 300.0, 1000.0):
    x_test = PHONON / (KB * temperature)
    expected = ratio_formula(PHONON, temperature)
    assert abs(capacity_from_levels(levels, x_test) - expected) < 1e-7
    dt = 0.01 * temperature
    upper = mean_energy(levels, PHONON / (KB * (temperature + dt)))
    lower = mean_energy(levels, PHONON / (KB * (temperature - dt)))
    slope = PHONON * (upper - lower) / (2 * dt * KB)
    # central difference has a relative error of order (dt/T)^2 times x^2
    assert abs(slope - expected) < 3e-3

x = PHONON / (KB * TEMP)
ratio = ratio_formula(PHONON, TEMP)
half = x / 2
assert abs((half / np.sinh(half))**2 - ratio) < 1e-12
assert 0.615 < ratio < 0.625

occupation = 1 / np.expm1(x)
ground = populations(levels, x)[0]
assert abs(ground - (1 - np.exp(-x))) < 1e-7
quantum_total = PHONON * mean_energy(levels, x)
thermal_part = PHONON * occupation
assert abs(quantum_total - thermal_part - PHONON / 2) < 1e-5
assert thermal_part < KB * TEMP < quantum_total

# small-x law, from an explicit sum over many levels
x_small = 0.05
many_levels = np.arange(4000) + 0.5
deficit = (1 - capacity_from_levels(many_levels, x_small)) / x_small**2
assert abs(deficit - 1 / 12) < 2e-5
first_order = 1 - x**2 / 12
second_order = first_order + x**4 / 240


# ---------- classical side: phase-space quadrature ----------
def classical_energy(temperature, frequency):
    """Boltzmann mean of p^2/2 + frequency^2 q^2/2, in meV."""
    axis = np.arange(-100.0, 100.1, 0.4)
    p, q = np.meshgrid(axis, axis)
    energy = 0.5 * p**2 + 0.5 * frequency**2 * q**2
    weight = np.exp(-energy / (KB * temperature))
    return (energy * weight).sum() / weight.sum()


for frequency in (0.5, 1.0, 3.0):
    rise = (classical_energy(TEMP + 5, frequency)
            - classical_energy(TEMP - 5, frequency))
    assert abs(rise / (10 * KB) - 1) < 1e-6

# ---------- classical side: thermostatted molecular dynamics ----------
# Units: k_B T = mass = frequency = 1. All oscillators start at rest.
rng = np.random.default_rng(7)
count, time_step, friction = 20000, 0.1, 1.0
position, momentum = np.zeros(count), np.zeros(count)
damping = np.exp(-friction * time_step)
kick = np.sqrt(1 - damping**2)
samples = []
for step in range(1, 1501):
    momentum -= 0.5 * time_step * position
    position += 0.5 * time_step * momentum
    momentum = damping * momentum + kick * rng.standard_normal(count)
    position += 0.5 * time_step * momentum
    momentum -= 0.5 * time_step * position
    if step > 300 and step % 60 == 0:
        samples.append(0.5 * (momentum**2 + position**2))
samples = np.concatenate(samples)
md_energy = samples.mean()
md_capacity = samples.var()
# sampling error about 0.5 percent, time-step error about 0.3 percent
assert abs(md_energy - 1) < 0.01
assert abs(md_capacity - 1) < 0.025

# ---------- sizes of neglected effects ----------
# Anharmonic well: Morse potential expanded to fourth order.
WELL_DEPTH = 2300.0                           # meV, rough bond depth
u = GRID * np.sqrt(PHONON / (2 * WELL_DEPTH))
anharmonic = WELL_DEPTH / PHONON * (u**2 - u**3 + 7 / 12 * u**4)


def classical_capacity(potential):
    """Kinetic half plus potential-energy variance, in units of k_B."""
    weight = np.exp(-x * potential)
    weight /= weight.sum()
    mean = weight @ potential
    return 0.5 + x**2 * (weight @ (potential - mean)**2)


assert abs(classical_capacity(harmonic) - 1) < 1e-7
anh_classical = classical_capacity(anharmonic)
anh_quantum = capacity_from_levels(grid_levels(anharmonic), x)
anh_ratio = anh_quantum / anh_classical
assert abs(anh_classical - 1) < 0.03
assert abs(anh_ratio - ratio) < 0.02

LIFETIME = 3e-12                              # s, rough
linewidth = HBAR / LIFETIME
width_change = abs(ratio_formula(PHONON + linewidth, TEMP) - ratio)
assert width_change < 0.01

CHIP_TEMP = 400.0                             # K
chip_ratio = ratio_formula(PHONON, CHIP_TEMP)
temp_90 = brentq(lambda t: ratio_formula(PHONON, t) - 0.9, 100, 3000)

# Rough silicon phonon energies: two TA, one LA, one LO, two TO modes.
silicon_modes = np.array([17.0, 17.0, 42.0, 53.0, 59.0, 59.0])
crystal_ratio = ratio_formula(silicon_modes, TEMP).mean()
assert ratio < crystal_ratio < 1

# ---------- printed numbers ----------
print(f"Phonon energy: {PHONON:.1f} meV")
print(f"Temperature: {TEMP:.0f} K")
print(f"Boltzmann constant: {KB * 1e3:.3f} ueV/K")
print(f"Thermal energy k_B T: {KB * TEMP:.3f} meV")
print(f"x = phonon energy / k_B T: {x:.4f}")
print(f"exp(x): {np.exp(x):.3f}")
print(f"x/2: {half:.4f}")
print(f"sinh(x/2): {np.sinh(half):.4f}")
print(f"Mean phonon number: {occupation:.4f}")
print(f"Ground-state population: {ground:.4f}")
print(f"Classical heat capacity: {KB * 1e3:.2f} ueV/K")
print(f"Quantum heat capacity: {ratio * KB * 1e3:.2f} ueV/K")
print(f"Ratio quantum/classical, formula: {ratio:.4f}")
print("Ratio from diagonalized levels: "
      f"{capacity_from_levels(levels, x):.4f}")
print(f"MD run, mean energy / k_B T: {md_energy:.3f}")
print(f"MD run, heat capacity / k_B: {md_capacity:.3f}")
print(f"Small-x estimate 1 - x^2/12: {first_order:.3f}")
print(f"Small-x estimate with x^4/240: {second_order:.3f}")
print(f"Zero-point energy: {PHONON / 2:.2f} meV")
print(f"Quantum thermal energy: {thermal_part:.2f} meV")
print(f"Quantum total energy: {quantum_total:.2f} meV")
print(f"Thermal energy / k_B T: {thermal_part / (KB * TEMP):.3f}")
print(f"Anharmonic model, well depth: {WELL_DEPTH / 1e3:.1f} eV")
print(f"Anharmonic classical C / k_B: {anh_classical:.4f}")
print(f"Anharmonic quantum C / k_B: {anh_quantum:.4f}")
print(f"Anharmonic quantum/classical ratio: {anh_ratio:.4f}")
for shifted in (PHONON - 1, PHONON + 1):
    print(f"Ratio for a {shifted:.0f} meV phonon at 300 K: "
          f"{ratio_formula(shifted, TEMP):.4f}")
print(f"Assumed phonon lifetime: {LIFETIME * 1e12:.0f} ps")
print(f"Linewidth hbar/lifetime: {linewidth:.3f} meV")
print(f"Ratio change for a shift by linewidth: {width_change:.4f}")
print(f"Ratio at {CHIP_TEMP:.0f} K: {chip_ratio:.4f}")
print(f"Temperature where ratio is 0.90: {temp_90:.0f} K")
for mode in np.unique(silicon_modes):
    print(f"Ratio for silicon-like mode at {mode:.0f} meV: "
          f"{ratio_formula(mode, TEMP):.3f}")
print(f"Mean ratio of six silicon-like modes: {crystal_ratio:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Phonon energy: 63.0 meV
Temperature: 300 K
Boltzmann constant: 86.173 ueV/K
Thermal energy k_B T: 25.852 meV
x = phonon energy / k_B T: 2.4369
exp(x): 11.438
x/2: 1.2185
sinh(x/2): 1.5432
Mean phonon number: 0.0958
Ground-state population: 0.9126
Classical heat capacity: 86.17 ueV/K
Quantum heat capacity: 53.73 ueV/K
Ratio quantum/classical, formula: 0.6235
Ratio from diagonalized levels: 0.6235
MD run, mean energy / k_B T: 1.000
MD run, heat capacity / k_B: 0.995
Small-x estimate 1 - x^2/12: 0.505
Small-x estimate with x^4/240: 0.652
Zero-point energy: 31.50 meV
Quantum thermal energy: 6.04 meV
Quantum total energy: 37.54 meV
Thermal energy / k_B T: 0.233
Anharmonic model, well depth: 2.3 eV
Anharmonic classical C / k_B: 1.0103
Anharmonic quantum C / k_B: 0.6360
Anharmonic quantum/classical ratio: 0.6295
Ratio for a 62 meV phonon at 300 K: 0.6324
Ratio for a 64 meV phonon at 300 K: 0.6145
Assumed phonon lifetime: 3 ps
Linewidth hbar/lifetime: 0.219 meV
Ratio change for a shift by linewidth: 0.0020
Ratio at 400 K: 0.7626
Temperature where ratio is 0.90: 647 K
Ratio for silicon-like mode at 17 meV: 0.965
Ratio for silicon-like mode at 42 meV: 0.806
Ratio for silicon-like mode at 53 meV: 0.713
Ratio for silicon-like mode at 59 meV: 0.659
Mean ratio of six silicon-like modes: 0.794
ALL CHECKS PASSED
```
